# Do converged Davidson residuals prove that the lowest roots were found?

## Question

I am testing a Davidson solver on a small configuration-interaction matrix: full CI for water in the STO-3G basis, with ten electrons in seven RHF orbitals and $M_S=0$, which gives 441 determinants. I asked for three roots. As guesses I took six totally symmetric ($A_1$) combinations, built from the determinants of lowest diagonal energy, each unchanged when the alpha and beta occupations are exchanged. The preconditioner is the usual $(D-\theta)^{-1}$, where $D$ is the diagonal of the matrix.

After 10 iterations all residual norms were below $10^{-6}$ hartree, and the energies were $-75.013764$, $-74.418925$ and $-74.024044$ hartree. Since the method is variational and the residuals have converged, may I conclude that these are the three lowest states? If not, would Jacobi-Davidson, with its better correction equation, repair the matter? And does rounding error not mix in everything that is missing sooner or later?

## Answer

No to the first two. Rounding error does mix in the other sectors, and the admixture can grow from one iteration to the next, but nothing ensures that it grows enough before a finite stopping limit is met. In your calculation it did not, although a much tighter limit can change that. Your energies are eigenvalues of the matrix to high accuracy, but a residual does not know how many eigenvalues lie below the one it certifies. Your guesses and your preconditioner also confine the search to one symmetry sector, and most of the low states lie outside it.

### What a small residual proves

Let $H$ be the real symmetric CI matrix, with orthonormal eigenvectors $v_j$ and eigenvalues $E_j$. For a unit vector $u$ define

$$\theta=u^THu,\qquad r=Hu-\theta u .$$

Expand $u=\sum_j c_jv_j$, with $\sum_j c_j^2=1$. Since $Hv_j=E_jv_j$,

$$r=\sum_j c_j(E_j-\theta)v_j,\qquad \|r\|^2=\sum_j c_j^2(E_j-\theta)^2 .$$

Replacing every squared distance by the smallest one can only lower the sum, so

$$\|r\|^2\ \ge\ \min_j(E_j-\theta)^2\sum_jc_j^2=\min_j(E_j-\theta)^2 .$$

Hence some eigenvalue lies within $\|r\|$ of $\theta$. The bound does not say which one. The residual vanishes for every eigenvector, the highest as well as the lowest. If you start Davidson from an excited eigenvector and ask for one root, it stops at the first iteration with a perfect residual.

The bound is also not an error estimate in the sense of an equality. For the RHF determinant the residual norm is 0.3189 hartree, while the nearest eigenvalue is 0.0501 hartree away.

### Why the search cannot leave its sector

Let $Q$ be the orthogonal projector onto a symmetry sector, so that $Q^2=Q=Q^T$ and $HQ=QH$. A vector $u$ lies in the sector when $Qu=u$. Assume that

1. all starting vectors lie in the sector;
2. the preconditioner $K(\theta)$ commutes with $Q$.

One Davidson step takes a Ritz vector $u$ from the search space, forms its residual $r$, computes a correction $t=K(\theta)r$, orthogonalizes $t$ to the search space and adds it. Follow $Q$ through these operations, in exact arithmetic. For the residual,

$$Qr=QHu-\theta Qu=HQu-\theta Qu=Hu-\theta u=r .$$

For the correction,

$$Qt=QK(\theta)r=K(\theta)Qr=K(\theta)r=t .$$

Let the columns of $V$ be the present orthonormal search vectors, with $QV=V$. Orthogonalization gives $t'=t-VV^Tt$, and

$$Qt'=Qt-QVV^Tt=t-VV^Tt=t' .$$

The new Ritz vectors are linear combinations of search vectors and stay in the sector too. By induction, so does the whole calculation. Asking for several roots changes nothing, because each correction obeys the same equations.

The variational principle still holds, but with respect to the sector. Let $E_k^Q$ be the $k$-th eigenvalue of $H$ restricted to the sector. By the Courant-Fischer theorem, the $k$-th Ritz value is

$$\theta_k=\min_{\substack{\mathcal S\subset \mathrm{range}\,V\\ \dim\mathcal S=k}}\ \max_{\substack{x\in\mathcal S\\ \|x\|=1}}x^THx .$$

Every subspace allowed here is also a subspace of the sector. Minimizing over all $k$-dimensional subspaces of the sector can only give a lower or equal number, and that number is $E_k^Q$. Therefore $\theta_k\ge E_k^Q$. The Ritz values descend towards the sector's own eigenvalues and have no way to reach a lower eigenvalue that exists only elsewhere.

### Which symmetries your preconditioner respects

Label a determinant by its alpha string $I$ and its beta string $J$, and call its diagonal element $D_{IJ}$.

**Spatial symmetry.** In symmetry-adapted orbitals each orbital is even or odd under each reflection of the molecule. A determinant acquires the product of the signs of its occupied spin orbitals. The reflections are thus diagonal matrices in the determinant basis, and they commute with every diagonal preconditioner. With orbitals that break the molecular symmetry this argument would not apply.

**Exchange of alpha and beta.** Define $(Pv)_{IJ}=v_{JI}$. Then

$$(PDv)_{IJ}=D_{JI}v_{JI},\qquad (DPv)_{IJ}=D_{IJ}v_{JI}.$$

A spin-free Hamiltonian gives the same diagonal energy when all alpha and beta labels are exchanged, so $D_{IJ}=D_{JI}$ and $P$ commutes with $D$. It then commutes with $(D-\theta)^{-1}$ as well. A safeguard against small denominators does no harm if it depends on $D_{IJ}-\theta$ alone.

The sign of $P$ tells something about the spin. Rotate all spins by $\pi$ about the $y$ axis, which sends $\alpha\to\beta$ and $\beta\to-\alpha$. For $n$ alpha and $n$ beta electrons, written with the alpha orbitals first, the $n$ beta electrons supply a factor $(-1)^n$. Moving the new alpha orbitals back to the front takes $n^2$ interchanges and supplies $(-1)^{n^2}=(-1)^n$. The product is $+1$, so the rotation turns determinant $(I,J)$ into $(J,I)$: it is $P$. On a state of spin $S$ with $M_S=0$, a rotation by angle $\beta$ has the diagonal element $P_S(\cos\beta)$, a Legendre polynomial. At $\beta=\pi$ this is $P_S(-1)=(-1)^S$, and $M_S=0$ is mapped to itself. Hence $P=(-1)^S$: singlets are even and triplets are odd.

**Total spin.** It is tempting to say that $D$ conserves $S$ altogether, but in general it does not. The diagonal energy contains $-K_{pq}$, an exchange integral, for each pair of electrons of equal spin in orbitals $p$ and $q$. Take four singly occupied orbitals $a,b,c,d$, two with alpha and two with beta spin. Among these orbitals, the pairing $ab|cd$ contributes $-K_{ab}-K_{cd}$, while $ac|bd$ contributes $-K_{ac}-K_{bd}$. These generally differ, although $S^2$ connects the determinants. Since

$$[D,S^2]_{ij}=(D_i-D_j)(S^2)_{ij},$$

the commutator does not vanish; its largest element here is 0.2065 hartree.

As a consequence, quintets can enter a search that began with a singlet, because both are even under $P$. The first normalized correction to the closed-shell RHF determinant has a quintet part of norm 0.014. If $D$ is replaced by its average over all determinants with the same spatial occupation, it becomes constant within each set that $S^2$ connects. The commutator is then zero, and the quintet part falls to rounding level. Triplets are shut out in either case.

### What happened in your calculation

The matrix is small enough to diagonalize completely. The oxygen atom is at the origin and the hydrogens are at $(0,\pm0.76,0.59)$ Å, so the molecule lies in the $yz$ plane and $B_1$ is odd under $x\to-x$. The eight lowest states are:

| Position | Energy (hartree) | State |
|---|---|---|
| 1 | −75.013764 | singlet $A_1$ |
| 2 | −74.619927 | triplet $B_1$ |
| 3 | −74.560544 | singlet $B_1$ |
| 4 | −74.516364 | triplet $A_1$ |
| 5 | −74.515173 | triplet $A_2$ |
| 6 | −74.478022 | singlet $A_2$ |
| 7 | −74.439172 | triplet $B_2$ |
| 8 | −74.418925 | singlet $A_1$ |

Your guesses span part of the $A_1$, $P$-even sector, which has dimension 77 out of 441. Your three roots are the three lowest of that sector. In the full spectrum they occupy positions 1, 8 and 14. Thirteen eigenvalues lie below your third root, and you have two of them, so eleven are missing. State 4 is instructive: it has the right spatial symmetry but is a triplet, and hence odd under $P$.

The damage to the first excitation energy is large. You would report

$$-74.418925-(-75.013764)=0.594839\ \text{hartree}=16.19\ \text{eV},$$

whereas the lowest excitation of this matrix is

$$-74.619927-(-75.013764)=0.393837\ \text{hartree}=10.72\ \text{eV}.$$

Both numbers belong to the minimal-basis model. Full CI removes the correlation error within that basis, but not the basis-set error, and nuclear motion and relativity are left out. They are not predictions for real water: at this geometry EOM-CCSD puts the lowest triplet at 10.69 eV in STO-3G, 7.60 eV in 6-31G and 7.02 eV in aug-cc-pVDZ, a basis shift of about 3.7 eV. If you wanted the lowest totally symmetric singlets, your second root is the right first excited state; the mistake would be to call it the first excited state without that qualification.

### Why Jacobi-Davidson does not repair it

Jacobi-Davidson looks for a correction $t\perp u$ such that $u+t$ is an eigenvector:

$$H(u+t)=E(u+t).$$

Subtract $\theta(u+t)$ from both sides and use $(H-\theta)u=r$:

$$r+(H-\theta)t=(E-\theta)(u+t).$$

Apply $\Pi=1-uu^T$. Because $u^Tr=u^THu-\theta=0$, we have $\Pi r=r$; also $\Pi u=0$ and $\Pi t=t$. Thus

$$r+\Pi(H-\theta)\Pi t=(E-\theta)t .$$

Near convergence both factors on the right are small, and their product is dropped. This leaves the correction equation

$$\Pi(H-\theta)\Pi t=-r,\qquad t\perp u .$$

Now write $t=t_{\rm in}+t_{\rm out}$, with $t_{\rm out}=(1-Q)t$, and apply $1-Q$. Since $Qu=u$, we have $(1-Q)uu^T=0$ and therefore $(1-Q)\Pi=1-Q$. The right side gives $-(1-Q)r=0$. On the left, $\Pi t=t$ and $1-Q$ commutes with $H$, so

$$(H-\theta)\,t_{\rm out}=0 .$$

Unless $\theta$ happens to be an eigenvalue of another sector, $t_{\rm out}=0$. An exact solution of the correction equation therefore stays inside the sector. So does an approximate Krylov solution started from zero without a symmetry-breaking preconditioner, since it is built from $r$ and repeated products of the projected matrix with $r$.

To see this at work, start from one open-shell singlet $B_1$ guess and ask for one root. Davidson needs 10 iterations and finds $-74.560544$ hartree, which is state 3. Jacobi-Davidson with an exactly solved correction equation needs 3 iterations and finds the same state. It reaches the same answer in fewer steps, and that answer is not the ground state.

### Why rounding error is no safeguard

In floating-point arithmetic the sectors are not perfectly separate. In the stored matrix the largest element coupling two sectors is $5.9\times10^{-15}$ hartree; another way of building the matrix gives $3\times10^{-14}$. If the preconditioner scaled all components alike, a symmetry error $\delta$ in a residual would become about $\delta/\|r\|$ when the correction is normalized. With $\|r\|=10^{-6}$ hartree this gives

$$\frac{5.9\times10^{-15}}{10^{-6}}\approx6\times10^{-9}.$$

This is a rough figure. The preconditioner scales the parts of the residual inside and outside the sector differently, which near convergence raises the figure by up to an order of magnitude for an evenly spread error and by up to two in the worst direction. Orthogonalization can magnify it further: if only a length $s<1$ of the correction survives, the final normalization divides by $s$. Later vectors also inherit the errors of earlier ones.

When your three-root calculation is run on the stored matrix, some search vector acquires a part of norm $1.3\times10^{-4}$ outside the sector. The figure is itself made of rounding error, so only its order of magnitude should be expected to recur on another machine or with another ordering of the determinants. This is far above the single-step estimate. Followed step by step, the leakage grows by a factor of roughly ten to thirty per iteration; which of the effects above contributes most was not separated. When the calculation is carried out in a basis of $P$-even and $P$-odd combinations, with the tiny couplings set to zero, the leakage is zero. Both runs end on the same three sector energies. At this stopping limit the leakage was visible and did not help, but the margin is a few iterations. On a stored matrix with couplings up to $3\times10^{-14}$ hartree, the same guesses still end on positions 1, 8 and 14 with limits of $10^{-7}$ and $10^{-8}$ hartree, while the leakage rises to about $7\times10^{-3}$ and $0.3$. With a limit of $10^{-9}$ hartree the run leaves the sector and finds states 1, 2 and 3 in 37 iterations. Rounding error can thus supply the missing states, but whether it does depends on when the run happens to stop.

A deliberate admixture shows that even an amplitude far above rounding level can fail; the amplitudes below bracket the change of outcome but do not locate it. These runs, like all the one-root runs, use the matrix with the tiny couplings set to zero. To the same $B_1$ guess, add the RHF determinant with amplitude $\varepsilon$ and ask for one root:

- $\varepsilon=10^{-1}$: the ground state, in 16 iterations;
- $\varepsilon=10^{-4}$: state 3, in 10 iterations;
- $\varepsilon=10^{-8}$: state 3, in 10 iterations.

The residual limits what can remain hidden at the end. If $c_1$ is the ground-state amplitude in the final Ritz vector, one term of the sum for $\|r\|^2$ gives $|c_1|(\theta-E_1)\le\|r\|$. With $\theta-E_1=75.013764-74.560544=0.453220$ hartree and the stopping limit of $10^{-6}$ hartree,

$$|c_1|\le\frac{10^{-6}}{0.453220}\approx2.2\times10^{-6}.$$

An admixture of $10^{-8}$ is below this limit from the start, so the stopping test cannot see it. The case $10^{-4}$ is less obvious. Such an amplitude would have been visible, so the iteration must have reduced it, even though it belongs to a lower state. With a limit of $10^{-9}$ hartree the same admixture does lead to the ground state, in 27 iterations. A nonzero overlap with the ground state is thus no guarantee that a run with a given finite stopping limit will find it.

Breaking the second assumption opens a different door. Multiply the entries of the correction by random weights between 0.5 and 1.5, so that determinants $(I,J)$ and $(J,I)$ are treated differently. From the pure singlet $B_1$ guess, Davidson now reaches the triplet $B_1$ state at $-74.619927$ hartree in 16 iterations. It still misses the ground state, because a diagonal preconditioner of any kind preserves the spatial symmetry.

### What to do instead

Treat each sector as a separate problem. Here there are four spatial symmetries and two signs of $P$, hence eight sectors. Running each with eight guesses and four requested roots gives 32 energies. After sorting, the lowest eight agree with complete diagonalization to $2.8\times10^{-14}$ hartree.

Merging needs one precaution. Suppose that each sector's list is complete up to its highest computed root. The merged list is then complete only up to the lowest of these highest roots; above it, that sector may hold states you have not computed. Completeness within a sector is itself an assumption, since the starting vectors can miss a state there too. Extra guesses and repeated runs from different guesses provide evidence, not proof.

For a matrix small enough to factorize, there is a proof by counting. Choose $\sigma$ just above your highest root, not equal to an eigenvalue, and factorize

$$H-\sigma=L\Delta L^T,$$

with $L$ invertible and $\Delta$ block diagonal with blocks of size one or two. Put $y=L^Tx$. Then $x^T(H-\sigma)x=y^T\Delta y$, so the invertible map $x\to y$ carries each subspace on which the first form is negative to one of equal dimension on which the second is negative. The largest such dimension is the number of negative eigenvalues. Hence $\Delta$ has as many negative eigenvalues as $H$ has eigenvalues below $\sigma$, which is Sylvester's law of inertia.

For your calculation, $\sigma=-74.023944$ hartree gives 14. You have three roots, so eleven are missing, and the count shows this without computing any of them. It covers all sectors at once. For the large matrices on which Davidson is normally used, a factorization is usually too expensive, and the sector-by-sector search is the practical course. The numerical check carries out both.

## Values computed for the example and the checks

```
determinants: 441; RHF energy: -74.963631 hartree
dense spectrum: position, energy/hartree, irrep, S
   1 -75.013764 A1 0
   2 -74.619927 B1 1
   3 -74.560544 B1 0
   4 -74.516364 A1 1
   5 -74.515173 A2 1
   6 -74.478022 A2 0
   7 -74.439172 B2 1
   8 -74.418925 A1 0
   9 -74.333695 B2 1
  10 -74.321392 B2 0
RHF determinant residual norm: 0.3189 hartree
  distance to nearest root: 0.0501 hartree
A1 P-even sector size: 77; guesses: 6
Davidson iterations: 10; search vectors: 30
found: energy/hartree, residual/hartree, true position
  -75.013764 1.1e-07 1
  -74.418925 2.1e-07 8
  -74.024044 6.0e-07 14
first excitation, found: 16.186 eV
first excitation, true: 10.717 eV
largest stored coupling of sectors: 5.9e-15 hartree
search-space leakage, stored matrix: 1.3e-04
search-space leakage, couplings removed: 0.0e+00
inertia count below -74.023944 hartree: 14
  roots missed: 11
one root from singlet B1: energy/hartree, position, iterations
  Davidson: -74.560544 3 10
  Jacobi-Davidson: -74.560544 3 3
  P-breaking weights: -74.619927 2 16
admixture of RHF determinant: amplitude, position, iterations
  1e-01 1 16
  1e-04 3 10
  1e-08 3 10
max |[D,S2]|, raw diagonal: 0.2065 hartree
quintet amplitude in first normalized correction:
  raw diagonal 1.4e-02, averaged 4.9e-17
sector runs: 8, roots per run: 4, merged: 32
largest error of lowest 8 merged roots: 2.8e-14 hartree
```
